\section*{The three-omega slope window of a silicon plate and its first corrections}

\section{Definitions and conventions}

A metal line of half-width $b$ and length $l$ lies on a plate of thickness $d$, thermal conductivity $\kappa$ and thermal diffusivity $D$. It carries the current $I_0\cos\omega t$, with $\omega=2\pi f$. Throughout, $f$ is the frequency of the current. Heat is released at $2\omega$, and the thermal penetration depth is defined by
\begin{equation}
q^2=\frac{2i\omega}{D},\qquad
\lambda=\frac1{|q|}=\sqrt{\frac{D}{2\omega}},\qquad
q=\frac{e^{i\pi/4}}{\lambda}.
\label{depth}
\end{equation}
The root with positive real part is taken, so that $e^{-qz}$ decays into the plate. Oscillating temperatures are written as $\mathrm{Re}[\Delta T\,e^{2i\omega t}]$, and $\mathrm{Re}\,\Delta T$ is called the in-phase part. SI units are used.

The plate is homogeneous and isotropic, and $l\gg\lambda$, so the problem is two-dimensional. The line delivers a uniform heat flux. Its heat capacity, the contact resistance and the heat loss from the surface are neglected. The back face is either insulated or held at fixed temperature.

The slope method requires $b\ll\lambda\ll d$. Here this is made quantitative by the choice
\begin{equation}
5b\le\lambda\le d/5 .
\label{criterion}
\end{equation}
The factor five is a criterion, not a physical threshold. The corrections derived below show what accuracy it gives.

\section{From voltage to temperature}

With the unperturbed resistance $R_0$, the power is
\begin{equation}
I_0^2R_0\cos^2\omega t=\frac{I_0^2R_0}{2}(1+\cos2\omega t).
\end{equation}
Its oscillating part has amplitude $P=I_0^2R_0/2$. Let the resistance be $R_0(1+\alpha\,\delta T)$, with oscillating temperature $\delta T=|\Delta T|\cos(2\omega t+\phi)$. The mean power also heats the line slowly; this rise is assumed small, so that it only shifts $R_0$. With an insulated back it becomes steady only through heat losses that the present model leaves out. To first order in $\alpha\,\delta T$, the additional voltage is
\begin{align}
&I_0R_0\alpha|\Delta T|\cos\omega t\cos(2\omega t+\phi)\nonumber\\
&\quad=\tfrac12I_0R_0\alpha|\Delta T|
[\cos(3\omega t+\phi)+\cos(\omega t+\phi)].
\end{align}
The third-harmonic phasor is therefore $V_3=I_0R_0\alpha\,\Delta T/2$. At fixed current, the in-phase part of $V_3$ has the same dependence on frequency as $\mathrm{Re}\,\Delta T$, up to a constant factor.

\section{Averaged temperature of the line}

Inserting $e^{2i\omega t}$ into $\partial_tT=D\nabla^2T$ gives $\nabla^2T=q^2T$. For a line source on the surface of a half-space, the decaying solution that depends on $r$ alone is $T=A K_0(qr)$. It has no flux through the surface away from the source. Near the source $K_0(qr)\simeq-\ln r+\mathrm{const}$, so the heat per unit length crossing a small half-cylinder is
\begin{equation}
-\kappa\pi r\frac{\partial T}{\partial r}=\pi\kappa A=\frac Pl,
\qquad A=\frac{P}{\pi l\kappa}.
\end{equation}

The real heater is a strip. Its resistance responds to the temperature averaged over the width, and that temperature is a superposition of contributions from all source points. Both averages together give
\begin{equation}
F\equiv\frac{\pi l\kappa}{P}\Delta T=\langle K_0(qr)\rangle,
\qquad p(r)=\frac{2b-r}{2b^2},\quad 0<r<2b .
\label{average}
\end{equation}
Here $p(r)$ is the density of the distance between two independent, uniformly distributed points. In the square of side $2b$ formed by their coordinates, the pairs with distance between $r$ and $r+dr$ fill an area $2(2b-r)\,dr$. Division by $4b^2$ gives $p(r)$.

Two moments are needed. With $r=2bu$, the density in $u$ is $2(1-u)$, and
\begin{align}
\langle\ln r\rangle&=\ln(2b)+2\int_0^1(1-u)\ln u\,du\nonumber\\
&=\ln(2b)+2\left(-1+\tfrac14\right)=\ln(2b)-\tfrac32,
\label{logmoment}\\
\langle r^2\rangle&=4b^2\,2\int_0^1(1-u)u^2\,du
=8b^2\left(\tfrac13-\tfrac14\right)=\frac{2b^2}{3}.
\label{squaremoment}
\end{align}

\section{Small-argument expansion}

For positive $z$, substitute $s=(z/2)e^t$ in the integral representation of $K_0$:
\begin{equation}
K_0(z)=\int_0^\infty e^{-z\cosh t}\,dt
=\int_{z/2}^\infty e^{-s-z^2/(4s)}\frac{ds}{s}.
\label{integral}
\end{equation}
On the integration range $z^2/(4s)\le z/2$, so this part of the exponent vanishes uniformly as $z\to0$. Integration by parts of the remaining integral gives
\begin{equation}
\int_{z/2}^\infty\frac{e^{-s}}s\,ds
=-e^{-z/2}\ln\frac z2+\int_{z/2}^\infty e^{-s}\ln s\,ds
\to-\ln\frac z2-\gamma,
\end{equation}
because $\gamma=-\int_0^\infty e^{-s}\ln s\,ds$. Analytic continuation extends the result to the complex $z$ used here.

Write $L=\ln(z/2)+\gamma$. The first correction follows from the differential equation $z^{-1}(zK_0')'=K_0$ with the trial form $K_0=-L+z^2(aL+c)$. The leading term $-L$ contributes nothing to the left side, since $zL'=1$. For the correction,
\begin{equation}
\frac1z\frac{d}{dz}\left[z\frac{d}{dz}z^2(aL+c)\right]
=4aL+4c+4a .
\end{equation}
This must equal $-L$, so $a=-1/4$ and $c=1/4$. Thus
\begin{equation}
K_0(z)=-L-\frac{z^2}{4}(L-1)+O(z^4\ln z).
\label{small}
\end{equation}

\section{The slope and its finite-width correction}

At leading order, Eqs.~(\ref{logmoment}) and (\ref{small}) give
\begin{align}
F_0&=-\ln\frac q2-\gamma-\ln(2b)+\frac32
=-\ln(qb)+\frac32-\gamma\nonumber\\
&=\ln\frac{\lambda}{b}+\frac32-\gamma-\frac{i\pi}{4}.
\end{align}
Since $\ln\lambda=-\frac12\ln\omega+\mathrm{const}$,
\begin{equation}
\frac{d\,\mathrm{Re}F_0}{d\ln\omega}=-\frac12,
\qquad
\frac{d\,\mathrm{Re}\Delta T}{d\ln\omega}=-\frac{P}{2\pi l\kappa}.
\label{ideal}
\end{equation}
The half-width and the diffusivity enter $F_0$ through an additive constant and drop out of the slope. This is why the slope determines $\kappa$. They still decide where the leading form is valid.

The next term of Eq.~(\ref{small}), with $q^2=i/\lambda^2$, is
\begin{equation}
F_1=-\frac{i}{4\lambda^2}
\left\langle r^2\left[\ln\frac{r}{2\lambda}+\gamma-1+\frac{i\pi}{4}\right]\right\rangle .
\end{equation}
The real terms in the bracket contribute to the imaginary part of $F_1$. The phase term gives the real part,
\begin{equation}
\mathrm{Re}F_1=\frac{\pi}{16\lambda^2}\langle r^2\rangle
=\frac{\pi b^2}{24\lambda^2}.
\end{equation}
Because $\lambda^{-2}\propto\omega$, its derivative with respect to $\ln\omega$ equals itself. The slope is $-1/2+\pi b^2/(24\lambda^2)$. Define the relative slope error $\epsilon$ by writing the slope as $-\frac12(1+\epsilon)$. Then
\begin{equation}
\epsilon_b=-\frac{\pi}{12}\left(\frac b\lambda\right)^2 .
\label{width}
\end{equation}
The negative sign means that the slope is too shallow, and the conductivity inferred from Eq.~(\ref{ideal}) is too high.

The opposite limit, $\lambda\ll b$, shows where this trend leads. Heat then flows straight down from the strip, and the flux condition $\kappa q\,\Delta T=P/(2bl)$ gives $F=\pi/(2qb)$. Its in-phase part is $\pi\lambda/(2\sqrt2\,b)$, with slope $-\pi\lambda/(4\sqrt2\,b)$. The logarithmic law is lost and the slope tends to zero.

\section{The back-face correction}

Let $s=+1$ for an insulated back face and $s=-1$ for a fixed-temperature one. Place images of the heater at depths $2nd$ for all nonzero integers $n$, with strengths $s^{|n|}$. The set is symmetric about the front face, as zero flux there requires. Reflection about the back face maps $n$ to $1-n$, which changes the parity of $n$ and multiplies the strength by $s$. The field is therefore even about that face for $s=+1$, giving zero flux, and odd for $s=-1$, giving zero oscillating temperature. At the heater,
\begin{equation}
F=\langle K_0(qr)\rangle
+2\sum_{n=1}^{\infty}s^n
\left\langle K_0\!\left(q\sqrt{r^2+4n^2d^2}\right)\right\rangle .
\label{images}
\end{equation}

For $b\ll\lambda\ll d$, the leading correction is $2sK_0(z)$ with $z=2qd$. Since $q\propto\omega^{1/2}$, $dz/d\ln\omega=z/2$. With $K_1=-K_0'$, the change of slope is $-s\,\mathrm{Re}[zK_1(z)]$. Division by $-1/2$ gives
\begin{equation}
\epsilon_d=2s\,\mathrm{Re}[zK_1(z)] .
\label{back}
\end{equation}

To display its sign, use $\cosh t\simeq1+t^2/2$ in Eq.~(\ref{integral}) at large $z$. The Gaussian integral gives $K_0\simeq\sqrt{\pi/(2z)}\,e^{-z}$, and $K_1$ has the same leading form. With $X=2d/\lambda$ and $z=Xe^{i\pi/4}$,
\begin{equation}
\epsilon_d\simeq2s\sqrt{\frac{\pi X}{2}}\,e^{-X/\sqrt2}
\cos\left(\frac{X}{\sqrt2}-\frac\pi8\right).
\label{oscillation}
\end{equation}
The exponential is the attenuation of a thermal wave that travels to the back face and returns. The cosine comes from its phase on return. Either back face can therefore make the slope too steep or too shallow, depending on frequency.

At very low frequency, $\lambda\gg d$, the two back faces lead to different laws. With an insulated back, heat spreads sideways in both directions through a plate of nearly uniform temperature across its thickness. Then $2\kappa d q\,\Delta T\simeq P/l$, and the growing part of $F$ is $\pi/(2qd)$, a power law in frequency. With a fixed-temperature back, the response approaches steady conduction through the plate and the slope tends to zero. Neither limit gives $\kappa$ through Eq.~(\ref{ideal}).

\section{The frequency window}

Equation~(\ref{depth}) gives $\lambda^2=D/(4\pi f)$, hence $f=D/(4\pi\lambda^2)$. The larger depth sets the lower frequency:
\begin{equation}
f_{\min}=\frac{25D}{4\pi d^2},\qquad
f_{\max}=\frac{D}{100\pi b^2},\qquad
\frac{f_{\max}}{f_{\min}}=\left(\frac{d}{25b}\right)^2 .
\label{window}
\end{equation}
A window of nonzero width requires $d>25b$. The ratio of its ends does not depend on the material.

Take $b=10\,\mu\mathrm m$, $d=500\,\mu\mathrm m$ and a rough room-temperature silicon diffusivity $D=0.88\times10^{-4}\,\mathrm{m^2\,s^{-1}}$. The allowed depths run from $50$ to $100\,\mu\mathrm m$, so
\begin{align}
f_{\min}&=\frac{0.88\times10^{-4}}{4\pi(1.0\times10^{-4})^2}\,\mathrm{Hz}
\simeq0.70\,\mathrm{kHz},\\
f_{\max}&=\frac{0.88\times10^{-4}}{4\pi(5.0\times10^{-5})^2}\,\mathrm{Hz}
\simeq2.8\,\mathrm{kHz}.
\end{align}
The ratio is $(500/250)^2=4$. A ten per cent change in $D$ moves both ends by ten per cent, to $0.63$--$2.5$ kHz or $0.77$--$3.1$ kHz.

Two conventions affect the quoted numbers. Expressed as heating frequency, the same window is $1.4$--$5.6$ kHz. Separately, the amplitude of a plane thermal wave decays over $1/\mathrm{Re}\,q=\sqrt2\,\lambda$. If the fivefold rule is applied to that length, the required $\lambda$ is smaller by $\sqrt2$ and the current frequencies double, again to $1.4$--$5.6$ kHz. The first change relabels the same measurement; the second selects a different one.

\section{What fivefold separation gives}

At the upper end, $b/\lambda=1/5$ and Eq.~(\ref{width}) gives $\epsilon_b=-\pi/300=-1.05\%$. The full average gives $-1.02\%$. At the lower end, $b/\lambda=1/10$ and $\epsilon_b=-0.26\%$, while Eq.~(\ref{back}) gives $\epsilon_d=\pm0.63\%$. The sums,
\begin{equation}
-0.26\%+0.63\%=+0.37\%,\qquad
-0.26\%-0.63\%=-0.89\%,
\end{equation}
agree with the full values for the insulated and fixed-temperature back faces. On the frequencies sampled across the window, the largest error is $1.02\%$ in magnitude for either back face.

Outside the window the errors grow at different rates. At $\lambda=2b$ the slope error is $-5.8\%$. At $\lambda=d/2$ it is $-24\%$ for an insulated back and $+27\%$ for a fixed-temperature back. The signs are reversed relative to those of $\epsilon_d$ at $\lambda=d/5$, as the cosine in Eq.~(\ref{oscillation}) predicts: its argument is $2.44$ at $X=4$ and $6.68$ at $X=10$. A factor of two in separation is thus much less adequate at the back face than at the heater.

The heat equation was also solved on a two-dimensional grid, without Bessel functions or images. Its values and slopes were tested against Eq.~(\ref{images}) at both window ends and at $\lambda=d/1.5$. In that last case, with an insulated back, the slopes, taken as finite differences over $\pm0.1$ in $\ln f$, are $-0.4082$ from the grid and $-0.4081$ from the formula, far from the ideal $-0.5$. The comparison therefore tests the back-face term where it matters.

\section{Extracting the conductivity}

A straight line fitted to $\mathrm{Re}F$ at points equally spaced in $\ln f$ across the window gives a conductivity about $0.5\%$ too high for both back faces. This follows from the first correction. Let $u$ be $\ln f$ measured from the window centre, with $|u|\le h=\ln2$. For densely spaced points the fitted slope is
\begin{equation}
\frac{\int_{-h}^{h}u\,\mathrm{Re}F\,du}{\int_{-h}^{h}u^2\,du}
=\frac{3}{4h^3}\int_{-h}^{h}(h^2-u^2)
\frac{d\,\mathrm{Re}F}{du}\,du ,
\end{equation}
by integration by parts; the boundary term vanishes. The fit averages the local slope with a weight that is zero at both ends. This reduces the back-face error, which is largest at the lower-frequency end. That error also changes sign inside the window, as the cosine in Eq.~(\ref{oscillation}) shows, so its contributions to the fit largely cancel. At the centre $(b/\lambda)^2=0.02$, and elsewhere it is $0.02\,e^u$. The weighted mean of $u^2$ is $h^2/5$, so that of $e^u$ is approximately $1+h^2/10=1.048$. The mean width error is then $-(\pi/12)(0.02)(1.048)=-0.55\%$, which accounts for the fitted excess.

For a chosen power amplitude $P/l=10\,\mathrm{W\,m^{-1}}$ and a rough silicon conductivity of $150\,\mathrm{W\,m^{-1}K^{-1}}$, the ideal slope is
\begin{equation}
-\frac{10}{2\pi(150)}\,\mathrm K=-10.6\,\mathrm{mK}
\end{equation}
per unit of $\ln f$. Across the window the in-phase temperature changes by $-10.6\ln4\simeq-14.7\,\mathrm{mK}$. The width term $\pi b^2/(24\lambda^2)$ in $\mathrm{Re}F$ grows by $(\pi/24)(0.04-0.01)=0.0039$ across the window. Multiplied by $P/(\pi l\kappa)=21.2\,\mathrm{mK}$, this is about $0.08\,\mathrm{mK}$. Most of this growth is linear in $\ln f$ and, with $\kappa$ unknown, cannot be told from a change of conductivity. In a fit to the in-phase signal with free slope and offset, only the curvature reveals it: for the width term, the mean of the two end values exceeds the central value by $(\pi/24)(0.025-0.020)=0.00065$, or about $0.014\,\mathrm{mK}$. The back face changes this figure by about $0.003\,\mathrm{mK}$, upward if insulated and downward if held at fixed temperature. These error figures belong to the model stated at the start; a short line, a contact resistance that varies with frequency or a layered plate would need its own correction. On electrically conducting silicon the line also needs a thin insulating film, which this model leaves out. Heat stored in the metal line and in such a film changes the slope too. For layers a few hundred nanometres thick, this change tends to steepen the slope, opposite to the width error, most of all at the upper end of the window. It can equal or exceed the errors found here and reverse the sign of the error in the fitted conductivity, so the fivefold rule alone does not guarantee an accuracy of one per cent in a real measurement. The numerical output lists the values used.

\section*{Table of computed values}
\begin{verbatim}
Heater half-width b: 10 um
Plate thickness d: 500 um
Rough silicon diffusivity D: 0.88 cm^2/s
Rough silicon conductivity: 150 W/(m K)
Chosen power amplitude per length: 10 W/m
Largest allowed depth d/5: 100 um
Smallest allowed depth 5b: 50 um
Lower current frequency: 700 Hz
Upper current frequency: 2801 Hz
Ratio of window ends: 4.00
Same window as heating frequency: 1401 to 5602 Hz
Window for 0.9 D: 630 to 2521 Hz
Window for 1.1 D: 770 to 3081 Hz
Window if decay length sqrt(2)*lam is used: 1401 to 5602 Hz
Relative slope errors (insulated back; fixed-temperature back):
  lam 250.0 um, f 112 Hz: -23.86 %; +26.59 %
  lam 100.0 um, f 700 Hz: +0.37 %; -0.89 %
  lam 70.7 um, f 1401 Hz: -0.56 %; -0.47 %
  lam 50.0 um, f 2801 Hz: -1.02 %; -1.02 %
  lam 20.0 um, f 17507 Hz: -5.82 %; -5.82 %
Width-error formula at lam=5b: -1.05 %
Width error at lam=5b, half-space: -1.02 %
Back-error formula at lam=d/5, insulated: +0.63 %
Largest window error, insulated: 1.02 %
Largest window error, fixed temperature: 1.02 %
Fitted/true conductivity, insulated: 1.0055
Fitted/true conductivity, fixed temperature: 1.0054
Slope of F, low case, insulated: grid -0.5020, formula -0.5019
Slope of F, high case, insulated: grid -0.4950, formula -0.4949
Slope of F, thin case, insulated: grid -0.4082, formula -0.4081
Ideal in-phase slope per unit ln(f): -10.61 mK
Ideal in-phase change across window: -14.71 mK
\end{verbatim}
